# Thermodynamic charge transition levels of defects in crystals: a program that tests the result

```python
# Result under test: the formation-energy lines of a defect in charge state q,
#   Ef(q;EF) = E(D^q) - Ebulk - sum_i n_i mu_i + q (Ev + EF),
# cross at eps(q/q') = [E(D^q) - E(D^q')]/(q'-q) - Ev, independent of the atomic
# potentials mu_i (same composition, dilute) and of the energy zero; min_q Ef is
# concave in EF. Model: 8-site ring, A sites -Delta, B sites +Delta, hopping t;
# impurity X on B site 0: level eps_d, repulsion U, coupling -lam*x*n_d, spring
# k x^2/2. Neutral X carries zX = 1 electron, neutral B carries zB = 0, so charge
# q has 9-q electrons. g_q = degeneracy. Units eV, angstrom.
import numpy as np, sympy as sy, scipy.sparse as sp
from itertools import combinations
from functools import lru_cache
from scipy.sparse.linalg import eigsh
from scipy.optimize import minimize_scalar, brentq
from scipy.special import logsumexp
from scipy.constants import physical_constants as pc

Ha = pc['Hartree energy in eV'][0]
T = 1000.0
kT = pc['Boltzmann constant in eV/K'][0] * T
NS, Delta, t0, eps_d, U, lam = 8, 1.5, 0.5, 0.5, 1.0, 2.0
zX, zB = 1, 0
springs = {'stiff': 10.0, 'soft': 2.5}
rng = np.random.default_rng(1)

@lru_cache(None)
def spin_sector(n):
    states = [sum(1 << i for i in c) for c in combinations(range(NS), n)]
    idx = {s: a for a, s in enumerate(states)}
    K = np.zeros((len(states), len(states)))
    for s in states:
        for b in range(NS):
            for i, j in ((b, (b + 1) % NS), ((b + 1) % NS, b)):
                if (s >> j) & 1 and not (s >> i) & 1:
                    between = sum((s >> m) & 1 for m in range(min(i, j) + 1, max(i, j)))
                    K[idx[s ^ (1 << j) ^ (1 << i)], idx[s]] += (-1) ** between
    occ = np.array([[(s >> m) & 1 for m in range(NS)] for s in states], float)
    return sp.csr_matrix(K), occ

@lru_cache(None)
def hopping(nu, nd):
    Ku, Kd = spin_sector(nu)[0], spin_sector(nd)[0]
    return (sp.kron(Ku, sp.identity(Kd.shape[0]))
            + sp.kron(sp.identity(Ku.shape[0]), Kd)).tocsr()

def onsite(level):
    e = np.array([Delta if m % 2 == 0 else -Delta for m in range(NS)])
    e[0] = level
    return e

def ground(nu, nd, level, Uval, t=t0, V=0.0, nev=1):
    ou, od = spin_sector(nu)[1], spin_sector(nd)[1]
    e = onsite(level) + V
    diag = (np.add.outer(ou @ e, od @ e) + Uval * np.outer(ou[:, 0], od[:, 0])).ravel()
    if t == 0:
        return np.array([diag.min()]), None
    H = -t * hopping(nu, nd) + sp.diags(diag)
    w, v = eigsh(H, k=nev, which='SA', tol=1e-7, v0=rng.standard_normal(diag.size))
    o = np.argsort(w)
    return w[o], v[:, o[0]] ** 2 @ np.add.outer(ou[:, 0], od[:, 0]).ravel()

def energy(q, x, k, t=t0, V=0.0):
    N = 9 - q
    return ground((N + 1) // 2, N // 2, eps_d - lam * x, U, t, V)[0][0] + 0.5 * k * x * x

def relax(q, k, t=t0, V=0.0):
    xs = np.linspace(0, 2 * lam / k, 9)
    x0 = xs[np.argmin([energy(q, x, k, t, V) for x in xs])]
    r = minimize_scalar(lambda x: energy(q, x, k, t, V), bounds=(x0 - xs[1], x0 + xs[1]),
                        method='bounded', options={'xatol': 1e-5})
    return r.fun, r.x

def eps(E, q, p, Ev):
    return (E[q] - E[p]) / (p - q) - Ev

# many-body solver against one-body orbital sums at U = 0
h1 = np.diag(onsite(0.3))
for b in range(NS):
    h1[b, (b + 1) % NS] = h1[(b + 1) % NS, b] = -t0
orb = np.linalg.eigvalsh(h1)
assert abs(ground(5, 4, 0.3, 0.0)[0][0] - orb[:5].sum() - orb[:4].sum()) < 1e-7
# bulk: total-energy differences against analytic band edges
def bulk(V=0.0):
    e7, e8, e9 = (ground(a, b, Delta, 0.0, V=V)[0][0] for a, b in ((4, 3), (4, 4), (5, 4)))
    return e8, e8 - e7, e9 - e8
Eb, Ev, Ec = bulk()
Eg = Ec - Ev
ks = 2 * np.pi * np.arange(4) / 4
assert abs(Eb + 2 * np.sqrt(Delta**2 + 4 * t0**2 * np.cos(ks / 2)**2).sum()) < 1e-7
assert abs(Ev + Delta) < 1e-7 and abs(Eg - 2 * Delta) < 1e-7
print(f"Delta={Delta} t={t0} eps_d={eps_d} U={U} eV, lam={lam} eV/A")
print(f"T={T:.0f} K, kT={kT:.5f} eV, kT ln2={kT*np.log(2):.5f} eV, 1 Ha={Ha:.4f} eV")
print(f"Ebulk={Eb:.4f} eV, Ev={Ev:.4f} eV, gap={Eg:.4f} eV")

# symbolic crossing with general compositions
Ea, Ep, B, v, m, n1, n2, q1, q2, F = sy.symbols('Ea Ep B v m n1 n2 q1 q2 F')
cx = sy.solve(Ea - B - n1*m + q1*(v + F) - (Ep - B - n2*m + q2*(v + F)), F)[0]
assert sy.simplify(cx.subs(n2, n1) - ((Ea - Ep)/(q2 - q1) - v)) == 0
assert sy.simplify(sy.diff(cx, m) - (n2 - n1)/(q2 - q1)) == 0

def lattice_gas(E, set1, set2, muX, muB, W=0.0, EY=None, L=6):
    # all configurations of L cells: 0 host, 1 D+, 2 and 3 D0 spins, 4 D-, 5 vacancy-
    # columns: total energy, X atoms added, B atoms added, electrons in cell, charge
    rows = [(Eb, 0, 0, 8, 0), (E[1], 1, -1, 8, 1), (E[0], 1, -1, 9, 0),
            (E[0], 1, -1, 9, 0), (E[-1], 1, -1, 10, -1)]
    if EY is not None:
        rows.append((Eb + EY, 0, -1, 9, -1))
    S = np.array(rows, float)
    conf = np.indices((len(rows),) * L).reshape(L, -1)
    q = S[conf, 4]
    A = (S[conf, 0] - muX*S[conf, 1] - muB*S[conf, 2] + W*q*np.roll(q, 1, 0)).sum(0)
    # electrons brought by the neutral atoms are paid for by muX, muB, not by EF
    Nres = (S[conf, 3] - zX*S[conf, 1] - zB*S[conf, 2]).sum(0)
    c1, c2 = np.isin(conf, set1).sum(0), np.isin(conf, set2).sum(0)
    def weight(EF):
        a = -(A - (Ev + EF) * Nres) / kT
        w = np.exp(a - a.max())
        return w / w.sum()
    def balance(EF):
        w = weight(EF)
        return np.log(w @ c1 / (w @ c2))
    EF = brentq(balance, 0, Eg, xtol=1e-13)
    w = weight(EF)
    return EF, w @ (q > 0).sum(0) / L, w @ (q < 0).sum(0) / L

muX, muBs = -4.0, (-1.0, -2.0)
print(f"muX={muX} eV, muB={muBs[0]} eV (cond 1), {muBs[1]} eV (cond 2)")
grid = np.linspace(0.005, Eg - 0.005, 29901)
dx = grid[1] - grid[0]
res = {}
for name, k in springs.items():
    print(f"--- {name}: k={k} eV/A^2, lam^2/k={lam**2/k:.2f} eV")
    R = {q: relax(q, k) for q in (2, 1, 0, -1, -2)}
    E = {q: R[q][0] for q in R}
    res[name] = (E, R)
    for q in (1, 0, -1):
        N, x = 9 - q, R[q][1]
        w, nd = ground((N + 1)//2, N//2, eps_d - lam*x, U, nev=2)
        assert abs(x - lam * nd / k) < 1e-4              # force balance
        assert w[1] - w[0] > 0.05                        # no orbital degeneracy
        assert ground((N + 1)//2 + 1, N//2 - 1, eps_d - lam*x, U)[0][0] - w[0] > 0.05
        print(f"q={q:+d}: E={E[q]:.4f} eV, x={x:.4f} A, n_d={nd:.4f}")
    e1, e2, e3 = eps(E, 1, 0, Ev), eps(E, 0, -1, Ev), eps(E, 1, -1, Ev)
    assert eps(E, 2, 1, Ev) < 1e-6 and eps(E, -1, -2, Ev) > Eg - 1e-6
    print(f"eps(2+/+)={abs(round(eps(E,2,1,Ev),4)):.4f}, eps(-/2-)={eps(E,-1,-2,Ev):.4f} eV")
    for lab, val in (('eps(+/0)', e1), ('eps(0/-)', e2), ('eps(+/-)', e3), ('Ueff', e2 - e1)):
        print(f"{lab}={val:.4f} eV = {val/Ha:.5f} Ha")
    E0 = {q: relax(q, k, t=0)[0] for q in (1, 0, -1)}
    a1, a2 = eps(E0, 1, 0, -Delta), eps(E0, 0, -1, -Delta)
    assert abs(a1 - (eps_d - lam**2/(2*k) + Delta)) < 1e-6
    assert abs(a2 - (eps_d + U - 3*lam**2/(2*k) + Delta)) < 1e-6
    print(f"t=0 limit: eps(+/0)={a1:.4f}, eps(0/-)={a2:.4f}, Ueff={a2-a1:.4f} eV")
    qs = np.array([2, 1, 0, -1, -2])
    for c, muB in enumerate(muBs):
        f0 = np.array([E[q] - Eb - muX + muB + q*Ev for q in qs])
        stable = qs[np.argmin(f0[:, None] + qs[:, None]*grid, axis=0)]
        kinks = grid[1:][np.diff(stable) != 0]
        want = [e1, e2] if e2 > e1 else [e3]
        assert len(kinks) == len(want) and np.allclose(kinks, want, atol=2*dx)
        assert (0 in stable) == (e2 > e1)
        print(f"cond {c+1}: Ef(EF=0) +,0,-: {f0[1]:.4f} {f0[2]:.4f} {f0[3]:.4f} eV")
        print("  envelope kinks (eV): " + " ".join(f"{z:.3f}" for z in kinks))
        p1 = lattice_gas(E, [1], [2, 3], muX, muB)[0]
        p2 = lattice_gas(E, [2, 3], [4], muX, muB)[0]
        p3, cplus, cminus = lattice_gas(E, [1], [4], muX, muB)
        assert abs(p1 - (e1 - kT*np.log(2))) < 1e-9 and abs(p2 - (e2 + kT*np.log(2))) < 1e-9
        assert abs(p3 - e3) < 1e-9
        assert abs(cplus/np.exp(-(f0[1] + p3)/kT) - 1) < 1e-6   # dilute, error is O(c)
        print(f"  equal population +/0, 0/-, +/-: {p1:.4f} {p2:.4f} {p3:.4f} eV")
        print(f"  at eps(+/-): Ef={f0[1]+p3:.4f} eV, c+={cplus:.3e} per cell")
assert eps(res['stiff'][0], 0, -1, Ev) > eps(res['stiff'][0], 1, 0, Ev)
assert eps(res['soft'][0], 0, -1, Ev) < eps(res['soft'][0], 1, 0, Ev)

E, R = res['stiff']
k = springs['stiff']
e1 = eps(E, 1, 0, Ev)
print("--- further tests, stiff case")
V = -2.0
EV = {q: relax(q, k, V=V)[0] for q in (1, 0, -1)}
EvV = bulk(V)[1]
assert abs(eps(EV, 1, 0, EvV) - e1) < 1e-6 and abs(eps(EV, 0, -1, EvV) - eps(E, 0, -1, Ev)) < 1e-6
assert abs(eps(EV, 1, 0, Ev) - e1 - V) < 1e-6            # unaligned Ev is wrong by V
print(f"shift V={V} eV: Ev={EvV:.4f}, eps(+/0)={eps(EV,1,0,EvV):.4f} eV")
up = energy(0, R[1][1], k) - E[1] - Ev
dn = E[0] - energy(1, R[0][1], k) - Ev
assert dn + 1e-3 < e1 < up - 1e-3
print(f"vertical +/0: {up:.4f} eV at x(+), {dn:.4f} eV at x(0)")
# different composition: X+ against a B-vacancy acceptor
EY, muX2 = 3.0, -3.6
y1 = lattice_gas(E, [1], [5], muX, muBs[0], EY=EY)[0]
y2 = lattice_gas(E, [1], [5], muX2, muBs[0], EY=EY)[0]
fX0, fY0 = E[1] - Eb - muX + muBs[0] + Ev, EY + muBs[0] - Ev
assert abs(y1 - (fX0 - fY0)/(-1 - 1)) < 1e-9
assert abs((y2 - y1)/(muX2 - muX) - (0 - 1)/(-1 - 1)) < 1e-8
print(f"vacancy energy {EY} eV, muB={muBs[0]} eV, Ef(vac-;EF=0)={fY0:.4f} eV; crossing with X+:")
print(f"  {y1:.4f} eV (muX={muX}), {y2:.4f} eV (muX={muX2}), slope {(y2-y1)/(muX2-muX):.4f}")
# interacting defects
W = 0.1
ideal = e1 - kT*np.log(2)
shifts = []
print(f"neighbour interaction W={W} eV, shift of +/0 equal-population point:")
for target in (2.0, 0.6, 0.1):
    mx = E[0] - Eb + muBs[1] - target
    p, cp, cm = lattice_gas(E, [1], [2, 3], mx, muBs[1], W=W)
    first = 2*kT*(cp*(np.exp(-W/kT) - 1) + cm*(np.exp(W/kT) - 1))
    shifts.append((p - ideal, first))
    print(f"  Ef(0)={target} eV: c+={cp:.3e}, shift={p-ideal:.3e}, 1st order={first:.3e} eV")
assert abs(shifts[0][0]) < 1e-9 and abs(shifts[2][0]) > 5e-3
assert abs(shifts[1][0]/shifts[1][1] - 1) < 0.03         # second order is O(c)
# finite temperature free energy
qs, g = np.array([1, 0, -1]), np.array([1.0, 2.0, 1.0])
f0 = np.array([E[q] - Eb - muX + muBs[0] + q*Ev for q in qs])
G = lambda x: -kT*logsumexp(-(f0 + qs*x)/kT, b=g)
h = 1e-3
for x in list(np.linspace(0.1, 2.9, 57)) + [e1]:
    pw = g*np.exp(-(f0 + qs*x - G(x))/kT)
    mean = pw @ qs
    var = pw @ (qs - mean)**2
    d1, d2 = (G(x+h) - G(x-h))/(2*h), (G(x+h) - 2*G(x) + G(x-h))/h**2
    env = (f0 + qs*x).min()
    assert abs(d1 - mean) < 1e-4 and abs(d2 + var/kT) < 1e-3
    assert env - kT*np.log(g.sum()) - 1e-12 <= G(x) <= env + 1e-12
print(f"at eps(+/0), cond 1: envelope={env:.4f} eV, G={G(e1):.4f} eV")
print(f"  <q>={mean:.4f}, Var q={var:.4f}, d2G/dEF2={d2:.4f} 1/eV")
# random sets of seven lines
qq = np.arange(-3, 4)
xg = np.linspace(-10, 10, 20001)
dg = xg[1] - xg[0]
hidden, nset = 0, 100
for _ in range(nset):
    e0 = rng.standard_normal(7) + 0.3*qq**2
    lines = e0[:, None] + qq[:, None]*xg
    env, arg = lines.min(0), lines.argmin(0)
    assert np.diff(env, 2).max() < 1e-10 and np.diff(qq[arg]).max() <= 0
    assert np.diff(lines.max(0), 2).max() > 1e-5         # control: upper envelope fails
    i, j = rng.integers(0, 10000, 50)*2, rng.integers(0, 10000, 50)*2
    assert np.all(env[(i + j)//2] >= 0.5*(env[i] + env[j]) - 1e-10)
    for a in range(7):
        lo = max([-10.0] + [(e0[b] - e0[a])/(qq[a] - qq[b]) for b in range(a + 1, 7)])
        hi = min([10.0] + [(e0[a] - e0[b])/(qq[b] - qq[a]) for b in range(a)])
        assert abs((arg == a).sum()*dg - max(0.0, hi - lo)) < 2*dg
        hidden += hi < lo
assert hidden > 0
print(f"random sets: {nset}, never-stable states: {hidden} of {7*nset}")
print("OK")
```

Running it gives:

```
Delta=1.5 t=0.5 eps_d=0.5 U=1.0 eV, lam=2.0 eV/A
T=1000 K, kT=0.08617 eV, kT ln2=0.05973 eV, 1 Ha=27.2114 eV
Ebulk=-13.2388 eV, Ev=-1.5000 eV, gap=3.0000 eV
muX=-4.0 eV, muB=-1.0 eV (cond 1), -2.0 eV (cond 2)
--- stiff: k=10.0 eV/A^2, lam^2/k=0.40 eV
q=+1: E=-13.3627 eV, x=0.0341 A, n_d=0.1706
q=+0: E=-12.8173 eV, x=0.2103 A, n_d=1.0513
q=-1: E=-11.7666 eV, x=0.3923 A, n_d=1.9614
eps(2+/+)=0.0000, eps(-/2-)=3.0572 eV
eps(+/0)=2.0454 eV = 0.07517 Ha
eps(0/-)=2.5508 eV = 0.09374 Ha
eps(+/-)=2.2981 eV = 0.08445 Ha
Ueff=0.5054 eV = 0.01857 Ha
t=0 limit: eps(+/0)=1.8000, eps(0/-)=2.4000, Ueff=0.6000 eV
cond 1: Ef(EF=0) +,0,-: 1.3761 3.4215 5.9722 eV
  envelope kinks (eV): 2.045 2.551
  equal population +/0, 0/-, +/-: 1.9857 2.6105 2.2981 eV
  at eps(+/-): Ef=3.6742 eV, c+=3.041e-19 per cell
cond 2: Ef(EF=0) +,0,-: 0.3761 2.4215 4.9722 eV
  envelope kinks (eV): 2.045 2.551
  equal population +/0, 0/-, +/-: 1.9857 2.6105 2.2981 eV
  at eps(+/-): Ef=2.6742 eV, c+=3.332e-14 per cell
--- soft: k=2.5 eV/A^2, lam^2/k=1.60 eV
q=+1: E=-13.3836 eV, x=0.1645 A, n_d=0.2056
q=+0: E=-13.5385 eV, x=0.9394 A, n_d=1.1743
q=-1: E=-14.1437 eV, x=1.5981 A, n_d=1.9976
eps(2+/+)=0.0000, eps(-/2-)=3.0502 eV
eps(+/0)=1.3450 eV = 0.04943 Ha
eps(0/-)=0.8949 eV = 0.03289 Ha
eps(+/-)=1.1200 eV = 0.04116 Ha
Ueff=-0.4502 eV = -0.01654 Ha
t=0 limit: eps(+/0)=1.2000, eps(0/-)=0.6000, Ueff=-0.6000 eV
cond 1: Ef(EF=0) +,0,-: 1.3552 2.7003 3.5951 eV
  envelope kinks (eV): 1.120
  equal population +/0, 0/-, +/-: 1.2853 0.9546 1.1200 eV
  at eps(+/-): Ef=2.4752 eV, c+=3.354e-13 per cell
cond 2: Ef(EF=0) +,0,-: 0.3552 1.7003 2.5951 eV
  envelope kinks (eV): 1.120
  equal population +/0, 0/-, +/-: 1.2853 0.9546 1.1200 eV
  at eps(+/-): Ef=1.4752 eV, c+=3.676e-08 per cell
--- further tests, stiff case
shift V=-2.0 eV: Ev=-3.5000, eps(+/0)=2.0454 eV
vertical +/0: 2.1977 eV at x(+), 1.8985 eV at x(0)
vacancy energy 3.0 eV, muB=-1.0 eV, Ef(vac-;EF=0)=3.5000 eV; crossing with X+:
  1.0619 eV (muX=-4.0), 1.2619 eV (muX=-3.6), slope 0.5000
neighbour interaction W=0.1 eV, shift of +/0 equal-population point:
  Ef(0)=2.0 eV: c+=1.665e-10, shift=-1.966e-11, 1st order=-1.966e-11 eV
  Ef(0)=0.6 eV: c+=1.886e-03, shift=-2.231e-04, 1st order=-2.227e-04 eV
  Ef(0)=0.1 eV: c+=2.780e-01, shift=-4.462e-02, 1st order=-3.277e-02 eV
at eps(+/0), cond 1: envelope=3.4215 eV, G=3.3267 eV
  <q>=0.3321, Var q=0.2237, d2G/dEF2=-2.5958 1/eV
random sets: 100, never-stable states: 248 of 700
OK
```
